# First-Order Level Shift from a Width Change in a Quantum Well

## Problem

An electron is confined in a layer of width $L=5$ nm. Its band is parabolic, with constant effective mass $m=0.041\,m_0$, where $m_0$ is the free-electron mass. The potential is flat inside the layer and the two walls are impenetrable. Energies are measured from the bottom of the well.

At a rough interface the width differs from place to place. Take a region where the layer is wider by $d=0.3$ nm. Find the shift of the ground level to first order in $d$, including its sign, and judge how good the first-order result is.

The word "parabolic" refers here to the dispersion $\hbar^2k^2/(2m)$, not to the shape of the potential. A harmonic potential would be a different problem.

## Hints

1. Find the ground energy $E_1$ for fixed walls and note how it depends on $L$.
2. Before writing $\langle\psi|\delta V|\psi\rangle$, ask what $\delta V$ is when an infinite wall moves.
3. Stretch the coordinate so that the wall stays in place. The width change then appears in the kinetic energy.
4. For a check, differentiate both the Schrödinger equation and the condition $\psi(L)=0$ with respect to $L$.

## Full solution

### The level for fixed walls

Write $K=\hbar^2/(2m)$. Inside the well

$$-K\psi''=E\psi,\qquad \psi(0)=\psi(L)=0 .$$

The condition at $x=0$ selects $\sin kx$, and the condition at $x=L$ requires $kL=n\pi$ with $n=1,2,\dots$ The lowest level has $k=\pi/L$. Since $\int_0^L\sin^2(\pi x/L)\,dx=L/2$, the normalized state and its energy are

$$\psi(x)=\sqrt{\frac{2}{L}}\,\sin\frac{\pi x}{L},\qquad E_1=Kk^2=\frac{\pi^2\hbar^2}{2mL^2}.$$

For the given mass $K=929.26$ meV nm², and $k=0.62832$ nm⁻¹. Hence

$$E_1=929.26\times(0.62832)^2\ \text{meV}=366.86\ \text{meV}.$$

### Why the usual formula cannot be used directly

If the wall moves outward, $\delta V=-\infty$ in the added strip, where the old wave function is zero. The product is undefined. If the wall moves inward, $\delta V=+\infty$ in a strip where the old wave function is not zero, and the expectation value diverges. The energy nevertheless changes smoothly with $L$. The difficulty comes from comparing functions defined on different intervals.

### Stretching the coordinate

Let $\delta=d/L$ and set $x=(1+\delta)y$. When $x$ runs from $0$ to $L+d$, $y$ runs from $0$ to $L$, so the boundary conditions are the old ones. Because $d/dx=(1+\delta)^{-1}d/dy$, the Hamiltonian becomes

$$H=\frac{T}{(1+\delta)^2},\qquad T=-K\frac{d^2}{dy^2}.$$

For small $\delta$, $(1+\delta)^{-2}=1-2\delta+\dots$, so the first-order perturbation is the finite operator $-2\delta\,T$. The potential inside the well is zero, so the whole ground energy is kinetic and $\langle T\rangle=E_1$. Therefore

$$\Delta E^{(1)}=-2\delta\langle T\rangle=-\frac{2E_1d}{L}=-\frac{\pi^2\hbar^2}{mL^3}\,d .$$

A wider well has a lower level, because the wave function bends less. At fixed $d$ the shift falls as $1/(mL^3)$: it vanishes for a wide layer or a heavy particle, and it is large for a thin layer and a light one.

With the numbers,

$$\frac{dE_1}{dL}=-\frac{2\times366.86}{5.0}\ \text{meV/nm}=-146.74\ \text{meV/nm},$$

$$\Delta E^{(1)}=-146.74\times0.3\ \text{meV}=-44.0\ \text{meV}.$$

The ground level moves down by about 44 meV.

### A check from the slope at the wall

A second route gives the same derivative and also covers a potential $V(x)$ inside the well. Keep $V(x)$ and the left wall fixed, and let the right wall stand at $x=L$. The normalized real state $\psi(x;L)$ obeys

$$(H-E)\psi=0,\qquad H=-K\frac{d^2}{dx^2}+V(x).$$

Let $u=\partial\psi/\partial L$ at fixed $x$. Differentiating the equation with respect to $L$ gives

$$(H-E)u=\frac{dE}{dL}\,\psi .$$

The left boundary condition gives $u(0)=0$. On the right, $\psi(L;L)=0$ holds for every $L$. Its total derivative contains one term from the argument $x=L$ and one from the parameter $L$:

$$\psi'(L)+u(L)=0,\qquad\text{so}\qquad u(L)=-\psi'(L).$$

Multiply the equation for $u$ by $\psi$ and integrate. The right side becomes $dE/dL$, because $\psi$ is normalized. On the left, two integrations by parts move the second derivative from $u$ to $\psi$:

$$\frac{dE}{dL}=-K\big[\psi u'-\psi'u\big]_0^L+\int_0^L u\,(H-E)\psi\,dx .$$

The integral is zero by the Schrödinger equation. At $x=0$ both $\psi$ and $u$ vanish. At $x=L$, $\psi$ vanishes and $+K\psi'(L)u(L)$ remains. Inserting $u(L)=-\psi'(L)$,

$$\frac{dE}{dL}=-K\,[\psi'(L)]^2 .$$

In the flat well $\psi'(L)=\sqrt{2/L}\,(\pi/L)\cos\pi$, so $[\psi'(L)]^2=2\pi^2/L^3$. Then

$$\frac{dE}{dL}=-\frac{2\pi^2K}{L^3}=-\frac{2E_1}{L},$$

in agreement with the stretched coordinate. The numerical output below also gives this derivative from a grid calculation in which the wall is actually moved.

### How good is first order?

In the flat well the stretched Hamiltonian is just a multiple of $T$. Its eigenfunctions in $y$ are unchanged, and the shift is known without expansion:

$$\Delta E=E_1\left[\frac{1}{(1+\delta)^2}-1\right]=E_1\left(-2\delta+3\delta^2-4\delta^3+\dots\right).$$

Here $\delta=0.3/5.0=0.060$. The second-order term is

$$3\times366.86\times(0.060)^2\ \text{meV}=3.96\ \text{meV},$$

and the unexpanded shift is $-40.4$ meV. The first-order value is thus 9.1 percent too large in size, relative to the unexpanded shift. The ratio of the second-order to the first-order term has size $3|\delta|/2$, here 0.09, so first order requires $|d|\ll 2L/3$. Thinning the layer at fixed $d$ increases the shift and makes the expansion poorer at the same time.

### What the shift means for roughness scattering

A width change that is the same everywhere shifts the whole subband and scatters nothing, since a constant potential does not connect different in-plane wave vectors. Scattering needs a width change $d(\mathbf r)$ that varies with the in-plane position $\mathbf r$. If it varies slowly, the electron follows the local ground state, and its in-plane motion sees the potential energy

$$U(\mathbf r)\simeq\frac{dE_1}{dL}\,d(\mathbf r).$$

To see what "slowly" means, write the full wave function as $\chi(\mathbf r)\,\psi(x;L(\mathbf r))$. In-plane derivatives then act on $L(\mathbf r)$ inside $\psi$ as well as on $\chi$. Let $\Lambda$ be the lateral distance over which $d$ varies (for a sinusoidal variation, the period divided by $2\pi$), let $q$ be the in-plane wave number, and take $\partial\psi/\partial L$ to be of the size of $\psi/L$. The extra terms linear in $d$ are then of size $2Kqd/(\Lambda L)$ and $Kd/(\Lambda^2L)$.

These terms do not correct $U$ at first order in $d$. Since $\psi$ is real and stays normalized for every $L$, $\int_0^L\psi\,(\partial\psi/\partial L)\,dx=0$, so their projection on the local ground state vanishes. What they do is mix in higher subbands. The amplitude of this mixing is roughly their size divided by the spacing to the next subband, $E_2-E_1=3\pi^2K/L^2$:

$$\frac{2qLd}{3\pi^2\Lambda}\qquad\text{and}\qquad\frac{Ld}{3\pi^2\Lambda^2}.$$

Both are small when $|d|\ll L$, $\Lambda$ is not shorter than $L$, and $q$ is not much larger than $1/L$. An abrupt lateral step, with $\Lambda$ close to zero, does not satisfy these conditions. The conditions control the mixing of subbands and the terms of order $d^2$. The first-order coupling $U$ within the ground subband is less demanding: the orthogonality argument makes no use of slowness, so it also holds for $\Lambda<L$ as long as $|d|$ is small compared with both $\Lambda$ and $L$.

Within this model, the 44 meV is therefore the first-order size of a local potential energy. It is neither a scattering rate nor a level broadening; a rate also requires the statistics of $d(\mathbf r)$, the screening and the density of final states.

The hard walls are a further assumption. Behind a barrier of finite height $V_0$, with the same mass, the wave function decays over the length $\sqrt{K/(V_0-E)}$. The hard-wall model needs this length to be much smaller than $L$, hence a barrier far above the level at 367 meV. This is a severe condition. With equal barriers on both sides, the ground level follows from $k\tan(kL/2)=\sqrt{(V_0-E)/K}$, where $E=Kk^2$. For $V_0=1$ eV it lies at 187 meV, and widening the layer by 0.3 nm lowers it by only 15 meV. Even for $V_0=10$ eV the shift is 29 meV, compared with 40 meV for hard walls.

The parabolic band must likewise remain a fair description up to the level. A mass as small as $0.041\,m_0$ is typical of narrow-gap semiconductors, where this is doubtful. For example, the dispersion $E(1+E/E_g)=Kk^2$ with $E_g=740$ meV, still with hard walls, gives a level at 269 meV and a shift of $-24$ meV. The 44 meV is thus a result of the model, not a prediction for a real layer.

## Variation 1: a narrower region

**Question.** The layer is narrower by 0.3 nm. What is the shift, and what is the mean local shift if wide and narrow regions cover equal areas?

**Solution.** Now $d=-0.3$ nm and $\delta=-0.060$. The first-order term changes sign:

$$\Delta E^{(1)}=-146.74\times(-0.3)\ \text{meV}=+44.0\ \text{meV}.$$

The second-order term depends on $\delta^2$ and remains $+3.96$ meV. It now adds to the first-order shift instead of opposing it. The unexpanded result is $+48.3$ meV, so first order is 8.9 percent too small, relative to that result.

For equal areas the first-order shifts cancel in the mean. The unexpanded ones do not:

$$\tfrac12(-40.36+48.33)\ \text{meV}\approx+4.0\ \text{meV}.$$

This is close to the second-order term, as it should be, since odd powers of $\delta$ cancel. Roughness with zero mean width change thus raises the mean local level in this model, although for $|d|=0.3$ nm the effect is only about a tenth of the local shifts themselves. The mean local level is not the bottom of the subband, because the lowest in-plane state gathers in the wider regions. For a sinusoidal width change of amplitude 0.3 nm with $\Lambda=5$ nm, the mean local level rises by 2.0 meV, while the lowest state of the two-dimensional problem falls by 16 meV.

## Variation 2: an electric field across the layer

**Question.** Add the potential energy $V(x)=Fx$ with $F=50$ meV/nm, which pushes the electron toward the left wall. (This is a strong test value: 500 kV/cm, a drop of 250 meV across the layer. The model ignores interband tunnelling and breakdown, which must be checked before such a field is assumed in a real narrow-gap layer.) This potential stays fixed in space when a wall moves, and energies are now measured from its zero at $x=0$, the original position of the left wall, not from the bottom of the altered well. Does it matter which wall is displaced outward by 0.3 nm?

**Solution.** The law $E\propto L^{-2}$ no longer applies, because stretching the coordinate now changes the potential energy too. The wall formula still holds. For the right wall, the grid calculation gives

$$\frac{\partial E}{\partial x_R}=-K[\psi'(x_R)]^2=-123.22\ \text{meV/nm},$$

and moving the wall on the grid gives the same value.

The left wall follows from a displacement argument. Move both walls to the right by $a$. The shape of the well is unchanged, but the potential energy at each corresponding point is higher by $Fa$, and so is the level. Therefore

$$\frac{\partial E}{\partial x_L}+\frac{\partial E}{\partial x_R}=F,$$

$$\frac{\partial E}{\partial x_L}=50.0+123.22=173.22\ \text{meV/nm}.$$

Outward motion of the left wall means a negative change of $x_L$, so it lowers the level. To first order, an outward displacement of 0.3 nm gives

- right wall: $-123.22\times0.3\ \text{meV}=-37.0$ meV;
- left wall: $-173.22\times0.3\ \text{meV}=-52.0$ meV.

The unexpanded shifts are $-33.3$ and $-48.3$ meV, so first order is again too large in size, by 11 and 8 percent. The wall toward which the electron is pushed has the larger effect. The wave function is steeper there: combining the displacement relation with the wall formula at each side gives $K[\psi'(x_L)]^2-K[\psi'(x_R)]^2=F>0$. Without the field the two slopes are equal in size, and for a given change of width it does not matter which wall has moved.

## Computed values

```
Mass ratio m/m0: 0.041
Well width L: 5.0 nm
Width change |d|: 0.3 nm
Relative width change |d|/L: 0.060
hbar^2/(2m): 929.26 meV nm^2
Wave number pi/L: 0.62832 1/nm
Ground energy E1, formula: 366.86 meV
Ground energy E1, grid: 366.86 meV
dE/dL, formula -2*E1/L: -146.74 meV/nm
dE/dL, grid with moved wall: -146.74 meV/nm
dE/dL, grid wall slope: -146.74 meV/nm
First-order shift, wider well: -44.02 meV
First-order shift, narrower well: +44.02 meV
Second-order term, either sign: +3.96 meV
Unexpanded shift, wider, formula: -40.36 meV
Unexpanded shift, wider, grid: -40.36 meV
Unexpanded shift, narrower, formula: +48.33 meV
Unexpanded shift, narrower, grid: +48.33 meV
First-order size error, wider: +9.1 percent
First-order size error, narrower: -8.9 percent
Tilt of the test potential: 50.0 meV/nm
Tilted well dE/dL, moved wall: -123.22 meV/nm
Tilted well dE/dL, wall slope: -123.22 meV/nm
```
